# Faraday rotation by a free-standing film with quantised Hall conductance

## Problem

A flat, homogeneous film lies in the plane $z=0$ with vacuum on both sides. Light of angular frequency $\omega$ and wave number $k=\omega/c$ travels along $+z$ and meets it at normal incidence. The film is much thinner than the wavelength and much wider, so it acts as a current sheet. With the time factor $e^{-i\omega t}$, its sheet current $\mathbf K$ (in A/m) is

$$K_x=\sigma_{xx}E_x+\sigma_{xy}E_y,\qquad K_y=-\sigma_{xy}E_x+\sigma_{xx}E_y .$$

At the frequency of the light, $\sigma_{xx}=0$ and $\sigma_{xy}=e^2/h$. This is the Hall conductance of the whole film. Angles are positive from $x$ towards $y$.

**(a)** Show that linearly polarised light leaves the film linearly polarised and turned by $\arctan\alpha$, where $\alpha$ is the fine-structure constant. Find the angle in milliradians.

**(b)** Find the transmitted and reflected powers and the polarisation of the reflected light.

**(c)** A film has thickness $d=8$ nm, relative permittivity $\varepsilon=100$ and a residual $\sigma_{xx}=0.01\,e^2/h$. How far do the last two properties move the angle at 0.5 THz?

## Hints

1. The electric field is continuous across the sheet. The magnetic field jumps by an amount fixed by $\mathbf K$.
2. The current is driven by the total field at the sheet, not by the incident field. Which of the three waves has that field?
3. Eliminate the reflected wave. Then write $Z_0e^2/h$ in terms of $\alpha$, with $Z_0=1/(\varepsilon_0c)$.
4. For (b), ask how much work the field does on a current perpendicular to it.
5. For (c), a thin dielectric carries a polarisation current. Treat it as an imaginary part of $\sigma_{xx}$.

## Solution

### (a) The rotation

Let $\mathbf E_i$, $\mathbf E_r$ and $\mathbf E_t$ be the incident, reflected and transmitted amplitudes at the sheet. Continuity of the tangential electric field gives

$$\mathbf E_i+\mathbf E_r=\mathbf E_t .$$

A vacuum wave along $\pm z$ has $\mathbf H=\pm\hat z\times\mathbf E/Z_0$. The fields just before and just after the sheet are therefore

$$\mathbf H_1=\frac{\hat z\times(\mathbf E_i-\mathbf E_r)}{Z_0},\qquad
\mathbf H_2=\frac{\hat z\times\mathbf E_t}{Z_0}.$$

Ampère's law across the sheet reads $\hat z\times(\mathbf H_2-\mathbf H_1)=\mathbf K$. For a vector in the plane, $\hat z\times(\hat z\times\mathbf E)=-\mathbf E$, so

$$-(\mathbf E_t-\mathbf E_i+\mathbf E_r)=Z_0\mathbf K .$$

Inserting $\mathbf E_r=\mathbf E_t-\mathbf E_i$ turns the left side into $2\mathbf E_i-2\mathbf E_t$. Hence

$$2\mathbf E_t+Z_0\mathbf K=2\mathbf E_i .\tag{1}$$

The current is driven by $\mathbf E_t$, the total field at the sheet. For a pure Hall response, $\mathbf K=\sigma_{xy}(E_{t,y},-E_{t,x})=-\sigma_{xy}\,\hat z\times\mathbf E_t$.

The strength of the coupling follows from the definition of $\alpha$ and $2\pi\hbar=h$:

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}=\frac{e^2}{2\varepsilon_0hc}=\frac{Z_0}{2}\frac{e^2}{h}
\quad\Rightarrow\quad Z_0\sigma_{xy}=2\alpha .$$

Numerically, $376.73\ \Omega\times38.7405\ \mu\mathrm S=0.0145947$, which is twice $0.00729735$. Dividing (1) by 2 leaves

$$\mathbf E_t-\alpha\,\hat z\times\mathbf E_t=\mathbf E_i .\tag{2}$$

The 2 in $2\alpha$ has cancelled against the 2 in (1), which came from the two vacuum half-spaces into which the sheet radiates.

To solve (2), apply $\hat z\times$ to it, which gives $\hat z\times\mathbf E_t+\alpha\mathbf E_t=\hat z\times\mathbf E_i$. Multiply this by $\alpha$ and add it to (2). The cross-product terms on the left cancel:

$$(1+\alpha^2)\mathbf E_t=\mathbf E_i+\alpha\,\hat z\times\mathbf E_i .\tag{3}$$

For $\mathbf E_i=(1,0)$ we have $\hat z\times\mathbf E_i=(0,1)$, and

$$\mathbf E_t=\frac{(1,\alpha)}{1+\alpha^2}.$$

Both components are real, so they oscillate in phase and the light is linearly polarised. Its direction satisfies $\tan\theta_F=E_{t,y}/E_{t,x}=\alpha$:

$$\boxed{\theta_F=\arctan\alpha=7.297\ \mathrm{mrad}=0.4181^\circ}$$

Equation (3) adds to any linear input a perpendicular part $\alpha$ times as large, so the angle is the same for every input direction. Reversing the sign of $\sigma_{xy}$ reverses the rotation. Neither the thickness nor the frequency appears, as long as the sheet description and the quantised value hold.

The same result can be read from circular waves. For $\mathbf E=(1,\pm i)$, $\hat z\times\mathbf E=(\mp i,1)=\mp i\,\mathbf E$, and (2) gives the transmission amplitudes

$$t_\pm=\frac{1}{1\pm i\alpha}=\frac{e^{\mp i\arctan\alpha}}{\sqrt{1+\alpha^2}} .$$

The two have equal size, so no ellipticity arises. Their opposite phases turn a linear wave by $\arctan\alpha$.

The arctangent appears because the Hall current adds a field perpendicular to the incident one, so $\alpha$ is the ratio of two components, the tangent of the angle. That the rotated field itself drives Hall current only scales both components by $1/(1+\alpha^2)$ and leaves the direction unchanged. For one conductance quantum the difference between the tangent and the angle is small: $\alpha-\arctan\alpha\approx\alpha^3/3\approx130$ nrad. For $\sigma_{xy}=50\,e^2/h$, $\alpha$ is replaced by $50\alpha=364.9$ mrad, while the angle is $\arctan(50\alpha)=349.9$ mrad.

The sheet condition can be tested by solving Maxwell's equations through a slab with the Hall current spread evenly over its thickness. For $kd=10^{-6}$, $\varepsilon=1$ and one conductance quantum, this gives 7.29722 mrad, equal to $\arctan\alpha$ to the digits shown.

### (b) Powers and reflected polarisation

Both outgoing waves travel in vacuum, so power fractions are ratios of $|\mathbf E|^2$:

$$T=\frac{1+\alpha^2}{(1+\alpha^2)^2}=\frac1{1+\alpha^2}=0.999947 .$$

The reflected field is

$$\mathbf E_r=\mathbf E_t-\mathbf E_i=\left(\frac{1}{1+\alpha^2}-1,\ \frac{\alpha}{1+\alpha^2}\right)=\frac{\alpha\,(-\alpha,\,1)}{1+\alpha^2},$$

so that

$$R=\frac{\alpha^2(1+\alpha^2)}{(1+\alpha^2)^2}=\frac{\alpha^2}{1+\alpha^2}=5.32\times10^{-5}.$$

The sum $T+R$ is 1. Nothing is absorbed, because the Hall current is perpendicular to the field that drives it.

The vector $(-\alpha,1)$ lies along $y$, tilted towards $-x$ by $\arctan\alpha$. The reflected polarisation therefore stands at $\pi/2+\arctan\alpha$ to the incident one. This large angle belongs to a very weak wave: without the Hall current, the ideal sheet would reflect nothing.

### (c) Longitudinal response

With $\sigma_{xx}\neq0$, equation (1) divided by 2 becomes

$$(1+s)\mathbf E_t-\alpha\,\hat z\times\mathbf E_t=\mathbf E_i,\qquad s=\frac{Z_0\sigma_{xx}}2 .$$

For input along $x$, the $y$ component reads $(1+s)E_{t,y}-\alpha E_{t,x}=0$, so

$$\frac{E_{t,y}}{E_{t,x}}=\frac{\alpha}{1+s}.\tag{4}$$

When this ratio is small, its real part is the rotation and its imaginary part the ellipticity, meaning the angle whose tangent is the axis ratio of the ellipse.

*Residual conductance.* Here $s=0.01\,\alpha=7.3\times10^{-5}$ is real. The angle falls by 73 parts per million (ppm) and the light stays linear. The vacuum impedance is so small compared with $h/e^2$ that a little dissipation hardly matters.

*Dielectric.* The polarisation beyond that of vacuum is $\varepsilon_0(\varepsilon-1)\mathbf E$ per volume. Its time derivative, multiplied by $d$, is a sheet current $-i\omega\varepsilon_0(\varepsilon-1)d\,\mathbf E$. Since $Z_0\varepsilon_0\omega=\omega/c=k$,

$$s=-i\delta,\qquad \delta=\frac{kd(\varepsilon-1)}2=\frac{8.383\times10^{-5}\times99}{2}=4.15\times10^{-3}.$$

Equation (4) becomes

$$\frac{\alpha}{1-i\delta}=\frac{\alpha(1+i\delta)}{1+\delta^2}.$$

To leading order the rotation falls by the fraction $\delta^2$, about 17 ppm, and an ellipticity $\alpha\delta=30\ \mu$rad appears. Maxwell's equations for the slab of full thickness, with half of the Hall conductance on each face, give $-17.6$ ppm and $30.3\ \mu$rad. In the transmitted light the dielectric thus shows up mainly as a small ellipticity, although $\delta$ is more than half as large as $\alpha$. The weak reflected wave of (b) is far more sensitive. To leading order $\mathbf E_r\approx(i\delta,\alpha)$, so it is elliptical with axis ratio $\delta/\alpha\approx0.57$, and $R\approx\alpha^2+\delta^2=7.0\times10^{-5}$ instead of $5.3\times10^{-5}$.

## Variation 1: the film on a thick substrate

*The space behind the film is filled by a transparent medium of index $n$. What is the angle inside it?*

The transmitted wave now has $\mathbf H_2=n\,\hat z\times\mathbf E_t/Z_0$. The matching condition becomes $-(n\mathbf E_t-\mathbf E_i+\mathbf E_r)=Z_0\mathbf K$. With $\mathbf E_r=\mathbf E_t-\mathbf E_i$ and the Hall current inserted,

$$(1+n)\mathbf E_t-2\alpha\,\hat z\times\mathbf E_t=2\mathbf E_i .$$

For input along $x$, the $y$ component gives $(1+n)E_{t,y}=2\alpha E_{t,x}$, hence

$$\theta=\arctan\frac{2\alpha}{1+n}.$$

For $n=1$ the free-standing result returns. For $n=3.5$ the angle is $\arctan(0.0145947/4.5)=3.243$ mrad, less than half of it. The condition of vacuum on both sides in the problem is therefore essential. Light reflected back from the far face of the substrate is left out here.

## Variation 2: photon energy not negligible against the gap

*The Hall conductance comes from two surfaces, each with a gapped Dirac cone of gap $G=2m$. The Fermi level lies in the gap and the temperature is zero. Find the angle for photon energy $w=\hbar\omega<G$.*

Take one surface as $H=\pm\hbar v(k_x\sigma_x+k_y\sigma_y)-m\sigma_z$, with $\sigma_{x,y,z}$ the Pauli matrices. The levels are $\pm E$, where $E^2=m^2+(\hbar vk)^2$, and their separation is $D=2E$.

**Response of one state.** For electrons of charge $-e$ the light adds $V=e\,\mathbf v\cdot\mathbf A$ to $H$, with $\mathbf A=\mathbf E/(i\omega)$. Let $|-\rangle$ be the filled state and $|+\rangle$ the empty one. In first-order perturbation theory, the part of $\langle v_x\rangle$ that varies as $e^{-i\omega t}$ is

$$\frac{\langle-|v_x|+\rangle\langle+|V|-\rangle}{w-D}-\frac{\langle-|V|+\rangle\langle+|v_x|-\rangle}{w+D}.$$

For a field along $y$, define $M=\langle-|v_x|+\rangle\langle+|v_y|-\rangle=a+ib$. The current is $-e\langle v_x\rangle$, so each state contributes to $\sigma_{xy}$

$$\frac{ie^2}{\omega}\left[\frac{M}{w-D}-\frac{M^*}{w+D}\right].$$

**The matrix element.** Write $H=E\,\mathbf n\cdot\boldsymbol\sigma$ with $|\mathbf n|=1$. The projectors on the two states are $(1\mp\mathbf n\cdot\boldsymbol\sigma)/2$, and therefore

$$M=\frac{v^2}{4}\mathrm{Tr}\left[(1-\mathbf n\cdot\boldsymbol\sigma)\sigma_x(1+\mathbf n\cdot\boldsymbol\sigma)\sigma_y\right]=v^2(-n_xn_y-in_z).$$

The sign $\pm$ of the cone enters both velocities and drops out of their product. The real part averages to zero over the directions of $\mathbf k$. Since $n_z=-m/E$, the imaginary part is $b=v^2m/E$. The bracket then becomes $ib\,[1/(w-D)+1/(w+D)]=2ibw/(w^2-D^2)$, and the contribution of one state is $2e^2\hbar b/(D^2-w^2)$.

**The sum over states.** Use $d^2k=2\pi k\,dk$ and $\hbar^2v^2k\,dk=E\,dE$:

$$\sigma_{xy}^{(1)}=\int\frac{d^2k}{(2\pi)^2}\frac{2e^2\hbar v^2m}{E(4E^2-w^2)}
=\frac{2e^2}{h}\,m\int_m^\infty\frac{dE}{4E^2-w^2}.$$

The integral equals $\frac1{4w}\ln\frac{2m+w}{2m-w}=\frac1{2w}\operatorname{artanh}\frac w{2m}$. For $w\to0$ it tends to $1/(4m)$, so each surface supplies $\tfrac12e^2/h$. Two surfaces give

$$\sigma_{xy}(\omega)=\frac{e^2}{h}\,\frac{G}{w}\operatorname{artanh}\frac wG\approx\frac{e^2}{h}\left(1+\frac{w^2}{3G^2}\right),$$

and the rotation is $\arctan[\alpha\,(G/w)\operatorname{artanh}(w/G)]$, apart from the longitudinal response. The latter is reactive below the gap. A numerical sum over the states gives $\operatorname{Im}\sigma_{xx}=-0.046\,e^2/h$ for the numbers below, so by (4) it acts like a small addition to $\delta$.

For $G=30$ meV and 0.5 THz, $w=2.07$ meV and $w/G=0.069$. The Hall conductance and the angle rise by 0.16 %. As $w$ approaches $G$ the logarithm diverges and the quantised result fails.

## Beside a real film

The numbers are rough values for the regime of quantum anomalous Hall films made from magnetic topological insulators, not data for one compound. Such films are a few nanometres thick and are usually grown on a substrate. That breaks the assumption with the largest effect: the angle drops from 7.30 to 3.24 mrad for an index of 3.5, provided that echoes from the far face are kept out of the measurement. With continuous light and a lossless, plane-parallel substrate, the echoes interfere, and the angle behind it lies between $\arctan[2\alpha/(1+n^2)]=1.10$ mrad and $\arctan\alpha=7.30$ mrad, depending on the substrate's thickness. Between these extremes the light is elliptical, with an ellipticity of up to 3.1 mrad. Disorder comes next. A Hall conductance 1 % below $e^2/h$, taken here as an allowance, lowers the angle by 1 %. With this shortfall, the residual $\sigma_{xx}$, the dielectric and the finite frequency together, a free-standing film would give 7.24 mrad and an ellipticity of 32 $\mu$rad. At 0.1 K half the gap is about 1700 times the thermal energy, so with the Fermi level near the middle of the gap the clean model has practically no thermal carriers. Real films can lose quantisation at far lower temperatures than their exchange gap suggests. For a probe field of 10 V/cm and $v=4\times10^5$ m/s, the squared ratio of $eFv/\omega$ (with $F$ the field) to half the gap is about 70 ppm. The nonlinear response of the clean model is far smaller still, because a slowly varying, uniform vector potential mainly shifts the momenta of a filled band. This does not show that a real film stays quantised at such a field: heating and current-driven breakdown are not in the model and can set a much lower limit. The vacuum wavelength is 0.6 mm, so the film must be several millimetres wide, which is demanding for an 8 nm membrane.

## Numbers as computed

```
vacuum impedance Z0 = 376.7303 ohm
e^2/h = 38.7405 microsiemens
Z0 e^2/h = 0.01459471 (dimensionless)
alpha = 0.007297353 (dimensionless)
Faraday angle arctan(alpha) = 7.29722 mrad
Faraday angle = 0.41810 degree
alpha - arctan(alpha) = 129.5 nrad
finite-slab Faraday angle = 7.29722 mrad
transmitted power fraction T = 0.99994675
reflected power fraction R = 5.3249e-05
50 quanta: 50 alpha = 364.87 mrad
50 quanta: angle = 349.86 mrad
-- example inputs (rough model values) --
thickness = 8.0 nm
frequency = 0.50 THz
exchange gap = 30.0 meV
relative permittivity = 100
Dirac velocity = 4.0e+05 m/s
temperature = 0.10 K
probe field = 10.0 V/cm
residual sigma_xx = 0.010 e^2/h
Hall shortfall = 0.010 e^2/h
substrate index = 3.5
-- example results --
vacuum wavelength = 599.6 micrometre
photon energy = 2.068 meV
photon energy / gap = 0.0689
k d = 8.383e-05
dielectric parameter delta = 4.150e-03
static Hall response per surface = 0.500000 e^2/h
two-surface Hall response at frequency = 1.001588 e^2/h
two-surface Im sigma_xx = -0.04604 e^2/h
angle change, finite frequency = 1588.2 ppm
angle change, dielectric = -17.57 ppm
ellipticity, dielectric = 30.28 microrad
angle change, residual sigma_xx = -73.0 ppm
angle change, Hall shortfall = -9999.7 ppm
angle with these film effects = 7.23517 mrad
ellipticity with them = 32.45 microrad
angle inside thick substrate = 3.24326 mrad
half gap / thermal energy = 1741
nonlinear drive estimate = 72.1 ppm
```
